# Diffuse metal film in a perpendicular field: the complex Fuchs formula

Consider first a bulk metal with one group of electrons, of charge $-e$, mass $m$, density $n$ and relaxation time $\tau$, in a field $\mathbf B=B\hat{\mathbf z}$. The steady drift velocity $\mathbf w$ obeys $m\mathbf w/\tau=-e(\mathbf E+\mathbf w\times\mathbf B)$. Since $\mathbf w\times\mathbf B=(w_yB,-w_xB,0)$, the in-plane components are, with $\omega_c=eB/m$,

$$\frac{w_x}{\tau}=-\frac{eE_x}{m}-\omega_c w_y,\qquad \frac{w_y}{\tau}=-\frac{eE_y}{m}+\omega_c w_x .$$

Subtract $i$ times the second from the first. The magnetic terms combine to $-\omega_c w_y-i\omega_c w_x=-i\omega_c(w_x-iw_y)$. Writing $A_-=A_x-iA_y$ for any in-plane vector, and using $J_-=-new_-$,

$$\left(\frac1\tau+i\omega_c\right)w_-=-\frac{e}{m}E_-,\qquad J_-=\frac{ne^2}{m}\,\frac{1}{1/\tau+i\omega_c}\,E_- .$$

The field has turned the zero-field conductivity $\sigma_0=ne^2\tau/m$ into a complex number by the replacement $1/\tau\to1/\tau+i\omega_c$. In a film the electrons also lose their drift at the walls, at a rate that depends on their direction. The same replacement still holds there, for the reason that a field along the film normal turns the in-plane velocity and leaves the motion between the walls alone.

Let the film fill $0<z<d$, with $\mathbf B$ along its normal. The band is spherical and parabolic, the electrons are degenerate with Fermi wavevector $k_F$ and velocity $v_F=\hbar k_F/m$, $\tau$ is constant, and the response is linear and semiclassical. The steady state is uniform in the plane, so $\nabla\times\mathbf E=0$ gives $\partial_zE_x=\partial_xE_z=0$, and likewise for $E_y$: the in-plane field does not depend on $z$.

Write the distribution as $f=f_0(\varepsilon)+g$ in the Boltzmann equation

$$v_z\partial_z f-\frac em(\mathbf E+\mathbf v\times\mathbf B)\cdot\nabla_{\mathbf v}f=-\frac g\tau .$$

Because $\nabla_{\mathbf v}f_0=m\mathbf v f_0'$, the magnetic force does nothing to $f_0$, while the electric force gives $-ef_0'\,\mathbf E\cdot\mathbf v$. The product of $\mathbf E$ and $g$ is of second order and is dropped. The magnetic force on $g$ gives

$$-\frac{eB}{m}\left(v_y\partial_{v_x}-v_x\partial_{v_y}\right)g=\omega_c\,\partial_\varphi g,$$

where $v_x=v_\perp\cos\varphi$ and $v_y=v_\perp\sin\varphi$. Take $E_z=0$ for now. Then

$$v_z\partial_zg+\omega_c\partial_\varphi g+\frac g\tau=ef_0'v_\perp\left(E_x\cos\varphi+E_y\sin\varphi\right).$$

The bracket on the right is $\mathrm{Re}[E_-e^{i\varphi}]$, which suggests $g=\mathrm{Re}[G(z)e^{i\varphi}]$, with $G$ also depending on $v_\perp$ and $v_z$. The derivative $\partial_\varphi$ becomes a factor $i$. As the equation must hold at every $\varphi$, the complex coefficients of $e^{i\varphi}$ must agree:

$$v_z\frac{dG}{dz}+\gamma G=ef_0'v_\perp E_-,\qquad \gamma=\frac1\tau+i\omega_c .$$

This is the zero-field equation with $1/\tau$ replaced by $\gamma$. The average of $g$ over $\varphi$ vanishes, so $g$ carries no charge and no current along $z$, and $E_z=0$ is consistent.

The boundary conditions must not bring the field back in. A diffuse wall sends electrons out with a distribution that depends on energy alone. Its deviation from $f_0$ is fixed by the incoming flux, whose average over $\varphi$ is zero, so $G=0$ for electrons leaving a wall, with or without the field. For $v_z>0$ this means $G(0)=0$, and

$$G=\frac{ef_0'v_\perp E_-}{\gamma}\left(1-e^{-\gamma z/v_z}\right).$$

For $v_z<0$ the same expression holds with $z\to d-z$ and $v_z\to|v_z|$. Both have the same average over the thickness, in which the round bracket becomes

$$1-\frac{|v_z|}{\gamma d}\left(1-e^{-\gamma d/|v_z|}\right).$$

The current density is $J_-=-e\int\frac{2\,d^3k}{(2\pi)^3}\,v_\perp e^{-i\varphi}g$. Since $g=\frac12(Ge^{i\varphi}+G^*e^{-i\varphi})$, the $\varphi$ average of $e^{-i\varphi}g$ is $G/2$. For degenerate electrons, $-f_0'$ restricts the integral to the Fermi sphere with density of states $3n/(mv_F^2)$. Put $u=|v_z|/v_F$, so that $v_\perp^2=v_F^2(1-u^2)$ and the average over the sphere is $\int_0^1du$. With $s=\gamma d/v_F$ the thickness-averaged current is $J_-=\tilde\sigma E_-$, where

$$\tilde\sigma=\frac{3ne^2}{2m\gamma}\int_0^1(1-u^2)\left[1-\frac us\left(1-e^{-s/u}\right)\right]du .$$

The first term integrates to $2/3$. In the second put $t=1/u$, so that $(u-u^3)\,du$ becomes $(t^{-3}-t^{-5})\,dt$ on $1<t<\infty$:

$$\tilde\sigma=\frac{ne^2}{m\gamma}\left\{1-\frac{3}{2s}\int_1^\infty\left(\frac1{t^3}-\frac1{t^5}\right)\left(1-e^{-st}\right)dt\right\}.$$

At $B=0$ this is the Fuchs formula, with $s=\kappa=d/\ell$ and $\ell=v_F\tau$. In the field,

$$s=\kappa+i\beta,\qquad \beta=\frac{\omega_cd}{v_F}=\frac{eBd}{\hbar k_F}.$$

The replacement must be made both in the prefactor and in $d/\ell$. The real and imaginary parts of $J_x-iJ_y=\tilde\sigma(E_x-iE_y)$ give $J_x=\mathrm{Re}\,\tilde\sigma\,E_x+\mathrm{Im}\,\tilde\sigma\,E_y$ and $J_y=\mathrm{Re}\,\tilde\sigma\,E_y-\mathrm{Im}\,\tilde\sigma\,E_x$, hence

$$\sigma_{xx}=\sigma_{yy}=\mathrm{Re}\,\tilde\sigma,\qquad \sigma_{xy}=-\sigma_{yx}=\mathrm{Im}\,\tilde\sigma .$$

It is convenient to write $\tilde\sigma=\Sigma S(s)$ with $\Sigma=ne^2d/(\hbar k_F)=\kappa\sigma_0$. With the exponential integrals $E_n(s)=\int_1^\infty t^{-n}e^{-st}dt$ and $\int_1^\infty(t^{-3}-t^{-5})dt=\frac14$,

$$S(s)=\frac1s-\frac{3}{2s^2}\left[\frac14-E_3(s)+E_5(s)\right].$$

The mass has dropped out: at fixed $n$, $k_F$ and $\ell$ a uniform change of $m$ alters nothing.

The real Boltzmann equation in $z$ and $\varphi$, solved numerically without the complex ansatz at $(\kappa,\beta)=(0.5,3)$, $(1,0.4)$ and $(2,5)$, reproduces all four tensor elements to within $2.1\times10^{-5}$ in units of $\Sigma$. Leaving the prefactor real misses by more than $0.05$ in the same units at each point.

The role of the walls shows more directly if the solution is written as a memory integral, $(1-e^{-\gamma z/v_z})/\gamma=\int_0^{z/v_z}e^{-\gamma t'}dt'$. An electron remembers the electric force since its last wall collision, and the field turns that memory by the angle $\omega_ct'$. Measure time as $t=t'v_F/d$. The fraction of the thickness from which an electron can be traced back for a time $t$ without meeting a wall is $1-ut$, or zero if $ut>1$. Therefore

$$S=\frac32\int_0^\infty e^{-st}W(t)\,dt,\qquad W(t)=\int_0^{\min(1,1/t)}(1-u^2)(1-ut)\,du .$$

For $t<1$ this gives $W=\frac23-\frac t4$. For $t>1$ the upper limit is $1/t$, and

$$W=\frac1t-\frac1{3t^3}-t\left(\frac1{2t^2}-\frac1{4t^4}\right)=\frac1{2t}-\frac1{12t^3}.$$

The function $W$ contains the walls and no field; the field enters through $e^{-i\beta t}$. The slow tail $1/(2t)$ comes from electrons with $u<1/t$, which travel nearly parallel to the film.

An experiment usually fixes the current, with $J_y=0$. Let $Q=1/S$. Then $E_x-iE_y=QJ_x/\Sigma$, so $\rho_{xx}=\mathrm{Re}\,Q/\Sigma$ and $\rho_{yx}=E_y/J_x=-\mathrm{Im}\,Q/\Sigma$. Since $1/\Sigma=\rho_0/\kappa$, where $\rho_0=1/\sigma_0$, and $\beta/(\Sigma B)=1/(ne)$, the resistivity and the Hall coefficient $R_H=\rho_{yx}/B$ are

$$\frac{\rho_{xx}}{\rho_0}=\frac{\mathrm{Re}\,Q}{\kappa},\qquad \frac{R_H}{R_0}=\frac{\mathrm{Im}\,Q}{\beta},\qquad R_0=-\frac1{ne}.$$

In a weak field, meaning $\beta\ll\kappa$ or equivalently $\omega_c\tau\ll1$, expand about the real point $\kappa$: $Q(\kappa+i\beta)\approx Q(\kappa)+i\beta Q'(\kappa)-\frac12\beta^2Q''(\kappa)$. This gives

$$\frac{R_H}{R_0}\to Q'(\kappa),\qquad \frac{\rho_{xx}(B)-\rho_{xx}(0)}{\rho_{xx}(0)}\approx-\frac{\beta^2Q''(\kappa)}{2Q(\kappa)} .$$

The two effects are linked. At fixed $\ell$, the thickness at which the Hall coefficient is stationary is also the thickness at which the weak-field magnetoresistance changes sign.

The thick and thin limits show that such a point must exist. For $\kappa\gg1$ the exponential integrals are negligible, $S\approx1/s-3/(8s^2)$, and

$$Q\approx\frac{s}{1-3/(8s)}\approx s+\frac38+\frac{9}{64s},\qquad Q'\approx1-\frac9{64\kappa^2},\qquad Q''\approx\frac9{32\kappa^3}>0 .$$

The magnetoresistance is negative and the Hall coefficient lies slightly below its bulk size. For $|s|\ll1$, use the time integral. Setting $e^{-st}\to1$ where the integrals converge, and using $\int_1^\infty e^{-st}dt/t\approx-\ln s-\gamma_E$ with Euler's constant $\gamma_E$,

$$S\approx\frac32\left[\frac23-\frac18-\frac1{24}+\frac12\left(\ln\frac1s-\gamma_E\right)\right]=\frac34L,\qquad L=\ln\frac1s+1-\gamma_E .$$

With $dL/ds=-1/s$, differentiating $Q\approx4/(3L)$ gives

$$Q'\approx\frac{4}{3\kappa L^2},\qquad Q''\approx\frac{4(2-L)}{3\kappa^2L^3},$$

with $L$ taken at $s=\kappa$. In a very thin film $L>2$, so the magnetoresistance is positive and the Hall coefficient exceeds the bulk one. At $\kappa=0.01$, $L=5.03$ and the estimate is $Q'=5.27$, against $5.23$ from the full formula. Over $0.01\le\kappa\le20$ a numerical search on a grid finds one sign change, at $\kappa=1.59$, where $R_H/R_0$ has its minimum of $0.978$.

For a strong field, $\beta\gg1$ and $\beta\gg\kappa$, integrate $E_n$ by parts:

$$E_n(s)=\frac{e^{-s}}s\left[1-\frac ns+\frac{n(n+1)}{s^2}-\dots\right],\qquad E_3-E_5=\frac{2e^{-s}}{s^2}\left(1-\frac9s+\dots\right).$$

The leading oscillating part of $S$ is thus $\delta S=3e^{-s}/s^4$. As $S\approx1/s$, it changes $Q$ by $-\delta S/S^2\approx-3e^{-s}/s^2$. With $s^2\approx-\beta^2$, and with the smooth terms $s+3/8$ as before,

$$\mathrm{Re}\,Q\approx\kappa+\frac38+\frac{3e^{-\kappa}\cos\beta}{\beta^2},\qquad \frac{\rho_{xx}}{\rho_0}\to1+\frac{3\ell}{8d}.$$

Smooth corrections of order $1/\beta^2$ have been left out. The next terms in the expansion of $s/(1-3/(8s))$ are $9/(64s)+27/(512s^2)$, with real part about $(9\kappa/64-27/512)/\beta^2$. For small $\kappa$ this is less than 2 percent of the oscillation amplitude $3e^{-\kappa}/\beta^2$. The strong-field limit holds for any $\kappa$. The oscillation comes from the end point $t=1$ of the integrals, that is, from electrons that cross along the normal and turn through the angle $\beta$ on the way. Its period follows from $\Delta\beta=2\pi$:

$$\Delta B=\frac{2\pi\hbar k_F}{ed}.$$

For $\kappa=0.1$, the predicted oscillating term agrees with the full formula to within 2 percent at $\beta=100\pi$ and $101\pi$. The correction $9/s$ is nearly imaginary there, so it hardly enters the real part.

A clean model film with $\kappa=0.1$ connects the two regimes. As $\beta$ goes through $0$, $1$, $5$, $10$ and $20$, $\rho_{xx}/\rho_0$ takes the values $4.78$, $6.47$, $4.31$, $4.54$ and $4.79$, around a strong-field limit of $4.75$. The initial rise is the positive magnetoresistance of a thin film. At $\beta=20$ the leading oscillation term gives only the sign and rough size of the deviation from the limit, $0.028$ against $0.045$ from the full formula. The correction $9/|s|$ is still about $0.45$ there.

For an interconnect metal, take a copper film with $d=20$ nm at 300 K and $B=10$ T. The inputs are values set for this example, meant to represent copper to about two figures: a cubic lattice constant $a=0.361$ nm, one conduction electron per atom and $\rho_0=1.70\ \mu\Omega\,$cm. With four atoms per cell, $n=4/a^3=8.50\times10^{28}\ \mathrm{m^{-3}}$ and $k_F=(3\pi^2n)^{1/3}=13.6\ \mathrm{nm^{-1}}$. Then $\ell=\hbar k_F/(ne^2\rho_0)=38.7$ nm, and the cyclotron radius $v_F/\omega_c$ is 895 nm, so

$$\kappa=\frac{20}{38.7}=0.517,\qquad \beta=\frac{20}{895}=0.0223 .$$

With $\Sigma=3.04\times10^7$ S/m, the formula gives $\sigma_{xx}=3.12\times10^7$ S/m and $\sigma_{xy}=-7.45\times10^5$ S/m. Inverting the tensor,

$$\rho_{xx}=\frac{\sigma_{xx}}{\sigma_{xx}^2+\sigma_{xy}^2}=3.21\ \mu\Omega\,\mathrm{cm},\qquad \rho_{yx}=\frac{\sigma_{xy}}{\sigma_{xx}^2+\sigma_{xy}^2}=-0.0767\ \mu\Omega\,\mathrm{cm}.$$

The diffuse walls raise the resistivity by a factor of 1.89. The Hall coefficient is $-7.67\times10^{-11}\ \mathrm{m^3/C}$, larger in size than the bulk value by 4.5 percent, and a current of 1 mA gives a Hall voltage $\rho_{yx}I/d$ of $-38\ \mu$V. These Hall values belong to the free-electron model. The shape of copper's real Fermi surface can change them by more than the 4.5 percent due to the walls. The magnetoresistance is positive, as it should be for $\kappa<1.59$, but amounts to 70 parts per million. The weak-field condition is well met, since $\omega_c\tau=\beta/\kappa=0.043$; even at 45 T it would be only 0.19. The oscillation period would be about 2800 T, far out of reach of such fields.

Real copper films break the assumption of a single constant $\tau$, and this can change the Hall coefficient by more than the walls do. Suppose that grain boundaries normal to the current, with spacing $D=20$ nm and an assumed reflection coefficient $R=0.25$, raise the scattering rate to $(1+\alpha/|\cos\theta_x|)/\tau$. Here $\theta_x$ is the angle between velocity and current, and $\alpha=(\ell/D)R/(1-R)=0.64$. The conductivity of bulk metal is then multiplied by $3\int_0^1u^3/(u+\alpha)\,du$, which raises its resistivity by a factor of 1.90. That this is close to the factor from the walls is an accident of the assumed $D$ and $R$. Such a rate also depends on $\varphi$, so it mixes different angular harmonics and the replacement rule no longer holds. The resistivity factor alone does not fix the Hall coefficient. If the boundaries only reverse the velocity component along the current, the weak-field Hall coefficient of bulk metal stays at $R_0$; if they relax the whole distribution at the rate above, it grows in size by about 20 percent. The real Fermi surface, which is not a sphere, also changes the Hall coefficient. Copper's surface has necks, where its curvature differs from that of a sphere, and these can make the coefficient smaller in size than $R_0$. A spread of relaxation times on a spherical surface acts the other way. As a rough measure of that spread alone, two equal groups of electrons with relaxation times $(1\pm0.3)\tau$ give bulk metal a magnetoresistance of about 150 parts per million and a Hall coefficient 9 percent larger in size than $R_0$. These bulk values exceed the film effects. Inside the 20 nm film the walls dilute the spread: the same two groups raise the magnetoresistance from 70 to about 117 parts per million and the Hall excess from 4.5 to about 9 percent. The changes are comparable to the film effects, so neither film effect could be read off a copper measurement without a separate account of the bulk.

The other neglected effects are of mixed size. Partly specular walls would reduce the extra resistivity and change the other surface effects; with fully specular walls the uniform bulk solution satisfies the boundary conditions, and all surface effects vanish. The Landau spacing of 1.2 meV is far below the level width $\hbar/\tau=27$ meV, and $k_BT/E_F=0.004$, with $E_F$ the Fermi energy. Thickness quantization is less safely ignored: with $k_Fd/\pi=86.6$ and hard walls the film has 86 occupied subbands, spaced by about 160 meV near the Fermi level, more than $\hbar/\tau$ or $k_BT=26$ meV. Diffuse walls broaden these levels further, by an amount of order $\hbar v_F/d=52$ meV, which weakens the effect but need not remove it. One subband in 86 suggests corrections of the order of a percent, which is a scale and not a calculation. It leaves the factor of 1.89 meaningful within the model. It does not settle the error of the magnetoresistance: a correction independent of the field would largely cancel in that ratio, but a field-dependent part of only 0.01 percent of the resistivity would already exceed 70 parts per million. The numerical output lists the remaining values.

## Calculated quantities

```
Largest tensor error, Boltzmann solution: 2.1e-05
Largest error of S, two integral routes: 1.5e-13
COPPER FILM, rough inputs
Lattice constant: 0.361 nm
Bulk resistivity: 1.70 uOhm cm
Thickness: 20 nm; field: 10 T; T: 300 K
Electron density n: 8.502e+28 m^-3
Fermi wavevector: 13.60 nm^-1
Fermi velocity: 1.575e+06 m/s; Fermi energy: 7.05 eV
Mean free path: 38.7 nm; tau: 24.6 fs
Cyclotron radius vF/omega_c: 895 nm
kappa: 0.5173; beta: 0.02234; omega_c tau: 0.04318
Prefactor n e^2 d/(hbar kF): 3.0427e+07 S/m
sigma_xx: 3.1151e+07 S/m; sigma_xy: -7.4452e+05 S/m
Film resistivity at B=0: 3.2081 uOhm cm
Film/bulk resistivity at B=0: 1.8871
rho_xx: 3.2084 uOhm cm; rho_yx: -0.07668 uOhm cm
Film magnetoresistance: 69.7 ppm
Hall coefficient, bulk: -7.3409e-11 m^3/C
Hall coefficient, film: -7.6682e-11 m^3/C
Hall ratio film/bulk: 1.0446
Hall voltage at 1 mA: -38.34 uV
Oscillation period in B: 2813 T
NEGLECTED EFFECTS, copper film
Grain size: 20 nm; reflection: 0.25
Grain parameter alpha: 0.644
Bulk resistivity factor from grains: 1.897
Two-group relative spread of tau: 0.30
Two-group bulk magnetoresistance: 152.5 ppm
Two-group bulk Hall ratio: 1.0899
Number of thickness subbands kF d/pi: 87
Top subband spacing: 163 meV
Bulk level width hbar/tau: 26.8 meV
Landau spacing: 1.16 meV
kT: 25.9 meV; kT/EF: 0.0037
WEAK-FIELD HALL RATIO AGAINST THICKNESS
kappa  0.01: R_H/R_0 = 5.2258
kappa  0.10: R_H/R_0 = 1.6114
kappa  0.50: R_H/R_0 = 1.0496
kappa  1.00: R_H/R_0 = 0.9865
kappa  2.00: R_H/R_0 = 0.9792
kappa 10.00: R_H/R_0 = 0.9985
Magnetoresistance changes sign at kappa: 1.5868
Minimum Hall ratio there: 0.9777
CLEAN MODEL FILM, kappa = 0.1
beta  0.0: rho_xx/rho0 = 4.7817
beta  0.1: rho_xx/rho0 = 5.0136, R_H/R_0 = 1.4879
beta  0.5: rho_xx/rho0 = 6.0917, R_H/R_0 = 1.0998
beta  1.0: rho_xx/rho0 = 6.4726, R_H/R_0 = 0.9763
beta  2.0: rho_xx/rho0 = 5.8235, R_H/R_0 = 0.9307
beta  5.0: rho_xx/rho0 = 4.3138, R_H/R_0 = 1.0023
beta 10.0: rho_xx/rho0 = 4.5367, R_H/R_0 = 0.9983
beta 20.0: rho_xx/rho0 = 4.7948, R_H/R_0 = 0.9994
Strong-field limit of rho_xx/rho0: 4.7500
```
